# Planar matrix-sheath thickness from uniform stationary ions

Take one thin sheet of positive charge, with surface density \(\sigma\), parallel to a flat metal wall and a distance \(x\) in front of it. Let the field beyond the sheet be zero. By Gauss's law the wall then carries the charge \(-\sigma\) per unit area, and the field between wall and sheet has magnitude \(\sigma/\varepsilon_0\) and points towards the wall. This is a parallel-plate capacitor, and the wall lies below the sheet in potential by

\[
\Delta V=\frac{\sigma x}{\varepsilon_0}.
\]

A sheet far from the wall costs more voltage than an equal sheet near it, in proportion to its distance.

A layer of bare ions is a stack of such sheets. Put the wall at \(x=0\), let the ions be singly charged with density \(n(x)\), and let them be without electrons out to \(x=s\). The sheet between \(x\) and \(x+dx\) has \(\sigma=e\,n(x)\,dx\). Electrostatics is linear, so the voltages add, and the field beyond the whole stack is still zero:

\[
V_0=\frac{e}{\varepsilon_0}\int_0^s x\,n(x)\,dx. \tag{1}
\]

For a uniform density \(n_0\) the integral is \(n_0s^2/2\), and therefore

\[
V_0=\frac{e n_0 s^2}{2\varepsilon_0},
\qquad
s=\sqrt{\frac{2\varepsilon_0V_0}{e n_0}}. \tag{2}
\]

This layer is the matrix sheath. Here \(V_0>0\) is the whole potential drop from the plasma to the wall. If the plasma is itself positive with respect to ground, that potential must be added to the magnitude of the negative bias.

Equation (2) describes a wall in contact with a plasma under three assumptions. The negative wall has driven the electrons out of \(0<x<s\). The ions there have not yet moved, so their density is still the original one. Beyond \(s\) the electrons neutralize the ions and the field is zero. The first two assumptions hold together only during a limited interval after the voltage is applied. Electrons respond on the time \(1/\omega_{pe}\) and ions of mass \(M\) on the time \(1/\omega_{pi}\), where

\[
\omega_{pe}=\sqrt{\frac{e^2n_0}{\varepsilon_0 m_e}},
\qquad
\omega_{pi}=\sqrt{\frac{e^2n_0}{\varepsilon_0 M}}.
\]

The matrix sheath can exist only in the interval \(1/\omega_{pe}\ll t\ll1/\omega_{pi}\). It is not the state at the literal instant of a voltage step, when the electrons have yet to leave. A fast voltage rise also sets the electrons oscillating about this state, and in a long plasma that oscillation is slower than \(\omega_{pe}\), as the end of the text shows. Equation (2) assumes that it is weak or has died away.

The potential inside the layer follows from Poisson's equation. With \(\phi=0\) in the plasma and \(\phi(0)=-V_0\),

\[
\frac{d^2\phi}{dx^2}=-\frac{e n_0}{\varepsilon_0},\qquad 0<x<s.
\]

There is no surface charge at \(x=s\), so both the potential and the field are continuous there: \(\phi(s)=0\) and \(\phi'(s)=0\). Integrating from \(x\) to \(s\) gives

\[
\phi'(s)-\phi'(x)=-\frac{e n_0}{\varepsilon_0}(s-x)
\quad\Rightarrow\quad
\phi'(x)=\frac{e n_0}{\varepsilon_0}(s-x).
\]

A second integration over the same interval gives

\[
\phi(s)-\phi(x)=\frac{e n_0}{2\varepsilon_0}(s-x)^2
\quad\Rightarrow\quad
\phi(x)=-\frac{e n_0}{2\varepsilon_0}(s-x)^2 .
\]

Setting \(x=0\) recovers (2), and eliminating \(n_0\) leaves

\[
\phi(x)=-V_0\left(1-\frac{x}{s}\right)^2,
\qquad
|E(0)|=\phi'(0)=\frac{2V_0}{s}. \tag{3}
\]

The field \(E=-\phi'\) is negative, so it pulls positive ions towards the wall. Its magnitude falls linearly to zero at the edge, which is why the wall field is twice the mean field \(V_0/s\).

The thickness can be measured in Debye lengths. Let \(T_e\) be the electron temperature in volts, that is \(k_BT/e\), so that 3 eV means \(T_e=3\) V. Then

\[
\lambda_D=\sqrt{\frac{\varepsilon_0T_e}{e n_0}}
\quad\Rightarrow\quad
\frac{\varepsilon_0}{e n_0}=\frac{\lambda_D^2}{T_e},
\]

and substitution into (2) gives

\[
s=\lambda_D\sqrt{\frac{2V_0}{T_e}}. \tag{4}
\]

The temperature cancels between the two factors. At fixed \(n_0\) and \(V_0\), hotter electrons do not thicken the layer in this model; they lengthen the ruler, and the number of ruler lengths falls to match. The Debye form is useful because it displays the condition \(V_0\gg T_e\), under which the layer is many Debye lengths thick and a sharp electron edge is a fair idealization.

For an example, take argon ions with \(n_0=10^{10}\) cm\(^{-3}\), \(T_e=3\) V and \(V_0=1000\) V. The Debye length is 0.1288 mm and \(V_0/T_e=333.3\), so

\[
s=\lambda_D\sqrt{2\times333.3}=25.82\,\lambda_D=3.32\ \text{mm}.
\]

The wall field is \(2\times1000\ \text{V}/0.332\ \text{cm}=6.0\) kV/cm. The ions laid bare number \(n_0s=3.3\times10^{9}\) per cm\(^2\) of wall. Halfway through the layer the potential is \(-V_0/4=-250\) V, so three quarters of the drop lies in the half next to the wall. As a test, Poisson's equation was solved on a grid with bare ions up to a trial edge, and the edge was moved until the field in the plasma vanished. The edge came out at 3.3246 mm, the same as formula (4) to the digits printed.

The sharp edge can be examined by putting the electrons back. Keep the ions uniform and at rest, and let the electrons be in thermal equilibrium in the potential, with density \(n_0e^{\phi/T_e}\). This neglects the electrons lost to the wall, which is reasonable when the wall repels nearly all of them. Poisson's equation becomes

\[
\frac{d^2\phi}{dx^2}=-\frac{e n_0}{\varepsilon_0}\left(1-e^{\phi/T_e}\right).
\]

Define \(\eta=-\phi/T_e\) and \(\xi=x/\lambda_D\). Multiplying by \(-\lambda_D^2/T_e\) and using \(\lambda_D^2e n_0/(\varepsilon_0T_e)=1\) gives

\[
\frac{d^2\eta}{d\xi^2}=1-e^{-\eta}.
\]

Multiply both sides by \(d\eta/d\xi\). The left side is then the derivative of \(\tfrac12(d\eta/d\xi)^2\), and the right side is the derivative of \(\eta+e^{-\eta}\). Deep in the plasma \(\eta\) and its slope vanish, which fixes the constant at \(-1\):

\[
\frac12\left(\frac{d\eta}{d\xi}\right)^2=\eta-1+e^{-\eta}. \tag{5}
\]

A smooth profile has no unique edge, but it has a definite net charge. Let \(s_q\) be the thickness of fully bare ions that would carry the same charge per unit area. Because \(1-e^{-\eta}\) is the net charge density divided by \(e n_0\),

\[
s_q=\lambda_D\int_0^\infty\left(1-e^{-\eta}\right)d\xi
=\lambda_D\int_0^\infty\frac{d^2\eta}{d\xi^2}\,d\xi
=-\lambda_D\left.\frac{d\eta}{d\xi}\right|_{0}.
\]

The slope at the wall is negative, since \(\eta\) falls from \(\eta_0=V_0/T_e\) towards zero. With (5),

\[
s_q=\lambda_D\sqrt{2\left(\frac{V_0}{T_e}-1+e^{-V_0/T_e}\right)}. \tag{6}
\]

For \(V_0\gg T_e\) the exponential is negligible. Dividing by (4) and expanding the root,

\[
\frac{s_q}{s}\approx\sqrt{1-\frac{T_e}{V_0}}\approx1-\frac{T_e}{2V_0}.
\]

The first-order correction has a simple reading. Where \(\eta\gg1\), equation (5) is \(d\eta/d\xi=-\sqrt{2(\eta-1)}\). Its solution is \(\eta=1+\tfrac12(s_q/\lambda_D-\xi)^2\), because the slope at \(\xi=0\) must be \(-s_q/\lambda_D\). The potential near the wall is still a parabola, but its extrapolated vertex lies at \(\phi=-T_e\) instead of zero. The bare layer therefore has to support \(V_0-T_e\).

Direct integration of the second-order equation gives \(s_q/s=0.895\), 0.975, 0.995 and 0.9985 for \(V_0/T_e=5\), 20, 100 and 333.3, in agreement with (6). In the example \(s\) exceeds \(s_q\) by 0.15%. The electron edge is far less sharp than this figure suggests. The distance over which the electron density falls from 90% to 10% of \(n_0\) is 3.4 Debye lengths, or 0.44 mm, about 13% of \(s\). By (5) the slope depends on the local \(\eta\) alone, so this width is the same for any wall potential high enough to contain both points. The blur is wide, but it hardly changes the total charge.

In the opposite limit, \(V_0\ll T_e\), the wall repels few electrons, and the assumed equilibrium requires a wall that returns those reaching it; an absorbing wall would drain them. For a wall that reflects electrons, the expansion \(e^{-\eta_0}\approx1-\eta_0+\eta_0^2/2\) turns (6) into

\[
s_q\approx\lambda_D\frac{V_0}{T_e}.
\]

The charge now grows linearly with voltage, as in ordinary Debye screening. Electrons are present right up to the wall, no bare layer exists, and (4) overestimates the equivalent thickness by the factor \(\sqrt{2T_e/V_0}\).

The other boundary of the model is ion motion. Suppose the voltage follows \(V(t)\) and reaches \(V_0\) at time \(t_1\). Label each ion by its starting position \(x_0\). An ion is pulled by the charge between itself and the sheath edge, and that stretch contains \(n_0[s(t)-x_0]\) ions per unit area as long as no ion overtakes another. None does: ions that start nearer the wall always have the larger pull towards it. Once the edge has passed an ion, its position \(X\) therefore obeys

\[
\frac{d^2X}{dt^2}=-\omega_{pi}^2\left[s(t)-x_0\right]. \tag{7}
\]

For short times the edge on the right may be replaced by its value for fixed ions, \(s_0(t)\), for which (2) gives \(s_0^2(t)=s^2\,V(t)/V_0\). An acceleration acting at time \(t\) contributes to the displacement at \(t_1\) with weight \(t_1-t\). The displacement towards the wall is thus

\[
D(x_0)=\omega_{pi}^2\int_0^{t_1}(t_1-t)\,\max\left[s_0(t)-x_0,\,0\right]dt .
\]

Equation (1) holds for the displaced ions too. The number of ions in a slice is conserved, \(n\,dX=n_0\,dx_0\), so at time \(t_1\), with the edge at \(s+\delta\),

\[
\frac{s^2}{2}=\int_0^{s+\delta}\left[x_0-D(x_0)\right]dx_0
\approx\frac{s^2}{2}+s\,\delta-\int_0^sD(x_0)\,dx_0 .
\]

Terms of second order in the displacement have been dropped. They include the ions already collected by the wall, which start within a small distance of it and also carry a small weight \(X\). Since \(\int_0^{s_0}(s_0-x_0)\,dx_0=s_0^2/2\), the growth is

\[
\frac{\delta}{s}=\frac{1}{s^2}\int_0^sD\,dx_0
=\frac{\omega_{pi}^2}{2}\int_0^{t_1}(t_1-t)\,\frac{V(t)}{V_0}\,dt. \tag{8}
\]

Ions moving towards the wall carry less voltage each, so the edge must advance and uncover more of them. For a voltage applied at once and then held, the integral is \(t_1^2/2\). For a linear rise, \(V=V_0t/t_1\), it is \(t_1^2/6\). Hence

\[
\left.\frac{\delta}{s}\right|_{\text{step}}=\frac{\omega_{pi}^2t_1^2}{4},
\qquad
\left.\frac{\delta}{s}\right|_{\text{ramp}}=\frac{\omega_{pi}^2t_1^2}{12}.
\]

The step law was tested by following 6000 ion sheets under (7), with the edge found from (1) at each time step. At \(\omega_{pi}t=0.1\) and 0.2 the computed growth was 0.00249 and 0.00979, where the law gives 0.00250 and 0.01000.

In the example \(1/\omega_{pe}=0.18\) ns and \(1/\omega_{pi}=48\) ns. A voltage rise of 10 ns lies between them, with \(\omega_{pi}t_1=0.209\). The moving-ion calculation gives a growth of 0.36% for a linear rise, which agrees with \(0.209^2/12\), and 1.07% for a step held for the same time. If the rise takes 1 µs instead, \(\omega_{pi}t_1=20.9\). The expansion in (8) is then meaningless: ions have been moving through the layer during most of the rise, and (4) does not describe the sheath at its end.

The example lies in the rough regime of low-energy plasma immersion implantation, where a wafer in a plasma of a few eV is pulsed to kilovolts. The 10 ns rise was chosen to keep the ions nearly at rest; the 1 µs rise considered above does not. With the fast rise, one large uncertainty is the meaning of \(n_0\). A plasma bounded by a wall has a presheath, in which ions are accelerated before they reach the sheath. If they all start from rest at the centre, do not collide, and arrive at the Bohm speed \(\sqrt{eT_e/M}=2.7\) km/s, they have fallen through \(T_e/2\), and the density there is \(e^{-1/2}=0.61\) of the central value. Should \(10^{10}\) cm\(^{-3}\) be the central density, and the reduced density fill the whole layer, the thickness grows by the factor \(e^{1/4}\), from 3.32 to 4.27 mm, or 28%. The density to use in (4) is the one near the wall.

Two other departures, both due to the ions, are much smaller for these numbers. Before the pulse the wall already has a thin sheath in which ions are depleted. Replace it by a completely empty layer of width \(d\). Equation (1) then reads \(s_d^2-d^2=s^2\), where \(s_d\) is the new edge, so

\[
s_d=\sqrt{s^2+d^2}.
\]

For \(d=5\lambda_D=0.64\) mm this gives 3.39 mm, an increase of 1.9%. The missing layer is a fifth as wide as the sheath, yet it matters little, because the ions nearest the wall carry the least voltage. The width \(d\) is only a stand-in and not an upper bound: in a collisionless sheath at a floating argon wall, entered at the Bohm speed, the depletion is partial but has a long tail, and (1) then gives an increase of about 3%. Ions drifting at the Bohm speed cover 0.8% of \(s\) during the 10 ns rise.

The electrons have to retreat by \(s\) in the same 10 ns, at a mean speed of 332 km/s, compared with \(\sqrt{eT_e/m_e}=726\) km/s. Bringing them steadily from rest up to that speed within \(t_1\), through a plasma of length \(L=10\) cm, would take \(m_e(s/t_1)L/(e t_1)\approx19\) V, but they would then cover only \(s/2\). Covering the whole distance \(s\) needs twice the acceleration, \(2s/t_1^2\), and so about 38 V, still only 4% of \(V_0\). But the electrons do not accelerate steadily. If they move as one column of length \(L\gg s\), and any voltage drop at the far wall is left out, the voltage across layer and plasma together must supply both the layer and their inertia:

\[
V(t)=\frac{e n_0\,s(t)^2}{2\varepsilon_0}+\frac{m_eL}{e}\,\frac{d^2s}{dt^2}.
\]

Small deviations from (2) then oscillate at the angular frequency \(\omega_{pe}\sqrt{s/L}\), which here means a period of 6.1 ns. A rise of 10 ns is not slow on this scale, so in such a long plasma the edge can miss (4) by tens of percent, in either direction, until the oscillation is damped. This error is as serious as the uncertainty in \(n_0\), and the 3.32 mm of the example is then roughly the thickness about which the edge swings, not its position at the end of the rise. Electrons lost at the far wall would leave bare ions there when the column swings back; this changes the period and the centre of the swing somewhat and is not included here. The column picture is also electrostatic and one-dimensional. The skin depth \(c/\omega_{pe}\approx5\) cm is smaller than both \(L\) and the radius of a large wafer, so in a real chamber the electrons need not move uniformly, and the period above is only a rough guide. Finally, the planar picture needs \(s\) to be small against the electrode. On a wafer of 150 mm radius, 4.4% of the area lies within one sheath thickness of the rim, where the field is not one-dimensional. The numerical output below lists most of the values used here; it does not cover the column oscillation, the skin depth or the floating-wall sheath.

## Calculated quantities

```
ion density n0: 1.00e+10 cm^-3
electron temperature: 3.0 eV
plasma-to-wall voltage V0: 1000 V
argon ion mass: 6.6335e-26 kg
V0/Te: 333.33
Debye length: 0.1288 mm
factor sqrt(2V0/Te): 25.820
matrix-sheath thickness, formula: 3.3246 mm
matrix-sheath thickness, Poisson solver: 3.3246 mm
wall field 2V0/s: 6.016 kV/cm
potential at x = s/2: -250.00 V
uncovered ion dose n0*s: 3.325e+09 cm^-2
Boltzmann electrons: V0/Te, charge thickness / s
  5.00  0.89518
  20.00  0.97468
  100.00  0.99499
  333.33  0.99850
charge-equivalent thickness, example: 3.3196 mm
estimate Te/(2V0): 0.150 %
90-10% electron edge width: 3.447 Debye lengths
90-10% electron edge width: 0.444 mm
1/omega_pe: 0.1773 ns
1/omega_pi: 47.83 ns
voltage rise time: 10.0 ns
step voltage: omega_pi*t, computed growth of s, t^2/4 law
  0.1  0.002487  0.002500
  0.2  0.009788  0.010000
omega_pi * rise time: 0.2091
growth of s, step held for rise time: 1.067 %
growth of s, linear voltage rise: 0.358 %
slow rise time: 1.0 us
omega_pi * slow rise time: 20.91
empty wall layer, 5 Debye lengths: 0.6438 mm
thickness with empty layer: 3.3863 mm
change from empty layer: 1.86 %
presheath density factor exp(-1/2): 0.6065
thickness at presheath density: 4.2688 mm
change from presheath density: 28.40 %
Bohm speed: 2.692 km/s
Bohm drift during rise / s: 0.810 %
mean electron drift s/rise time: 332.5 km/s
electron speed sqrt(e Te/m): 726.4 km/s
plasma length: 10.0 cm
electron inertia voltage, rough: 18.9 V
wafer radius: 150 mm
wafer area within s of rim: 4.38 %
```
